\section*{From the Spin-Rotation Constant of CO to Absolute Carbon-13 Shielding}

\section{Absolute shielding from molecular rotation}

A calculation whose only error is to put the shielding of every carbon nucleus 20 ppm too high still reproduces the measured carbon chemical shifts almost exactly. A shift compares two resonance frequencies in the same field, and a common error cancels from the difference. To expose it, one needs the shielding $\sigma$ of at least one molecule relative to the bare nucleus, whose resonance is not available in the sample. A calculation at the modest level used below is a weak substitute: in CO the carbon shielding is a small remainder of two parts, each above 300 ppm in size, and the negative part depends strongly on the electronic method.

Molecular rotation supplies the missing measurement. The electron currents that give the negative part also produce a magnetic field at the nucleus when the molecule rotates. That field splits the rotational levels, and the splitting is measured without reference to a bare nucleus.

\subsection{The two parts of the shielding}

Consider a closed-shell molecule with fixed nuclei and nonrelativistic electrons. Atomic units are used until SI factors are restored; $\alpha$ is the fine-structure constant, and $\mu_0/4\pi$ becomes $\alpha^2$. Nucleus $K$, at $\mathbf R_K$, has magnetic moment $\mathbf m$. The shielding tensor is defined by
\begin{equation}
E(\mathbf m,\mathbf B)=-\mathbf m\cdot(1-\boldsymbol\sigma)\mathbf B,
\qquad \sigma_{ab}=\left.\frac{\partial^2E_{\rm el}}{\partial m_a\partial B_b}\right|_0 , \label{def}
\end{equation}
where $E_{\rm el}$ is the electronic energy. Put the gauge origin at $K$ and write $\mathbf r_K=\mathbf r-\mathbf R_K$ for an electron's position relative to $K$. The vector potential is
\begin{equation}
\mathbf A=\tfrac12\mathbf B\times\mathbf r_K+\alpha^2\frac{\mathbf m\times\mathbf r_K}{r_K^3}.
\end{equation}
An electron has charge $-1$, so its kinetic energy is $(\mathbf p+\mathbf A)^2/2$. Since $\nabla\cdot\mathbf A=0$, the linear term is $\mathbf A\cdot\mathbf p$. With $(\mathbf B\times\mathbf r_K)\cdot\mathbf p=\mathbf B\cdot(\mathbf r_K\times\mathbf p)$, summation over electrons gives
\begin{equation}
V=\tfrac12\mathbf B\cdot\mathbf L_K+\alpha^2\mathbf m\cdot\mathbf W,
\quad \mathbf L_K=\sum\mathbf r_K\times\mathbf p,
\quad \mathbf W=\sum\frac{\mathbf r_K\times\mathbf p}{r_K^3}. \label{V}
\end{equation}
The term of $A^2/2$ bilinear in $\mathbf B$ and $\mathbf m$ is
\begin{equation}
\frac{\alpha^2}{2}\frac{(\mathbf B\times\mathbf r_K)\cdot(\mathbf m\times\mathbf r_K)}{r_K^3}
=\frac{\alpha^2}{2}\frac{r_K^2\,\mathbf B\cdot\mathbf m-(\mathbf B\cdot\mathbf r_K)(\mathbf m\cdot\mathbf r_K)}{r_K^3}.
\end{equation}
Its expectation value gives the diamagnetic tensor. The trace of $r_K^2\delta_{ab}-r_{K,a}r_{K,b}$ is $2r_K^2$, so one third of the tensor's trace is
\begin{equation}
\sigma^{\rm d}_{\rm iso}=\frac{\alpha^2}{3}\Big\langle\sum\frac1{r_K}\Big\rangle . \label{dia}
\end{equation}
This part needs only the ground-state density.

Let $\Delta_n=E_n-E_0$. The second-order energy is $-\sum_{n\ne0}|\langle n|V|0\rangle|^2/\Delta_n$. Its cross term has a factor 2 from the two orderings and a factor $\frac12$ from Eq.~\eqref{V}, hence
\begin{equation}
\sigma^{\rm p}_{ab}(K)=-\alpha^2\,{\rm Re}\sum_{n\ne0}
\frac{\langle0|W_a|n\rangle\langle n|L_{K,b}|0\rangle}{\Delta_n}. \label{para}
\end{equation}
This paramagnetic part contains all excited states, which makes it the difficult one. The label $K$ records the gauge origin: moving the origin transfers shielding between the two parts.

\subsection{Rotation as a magnetic field}

Let the nuclear frame rotate with angular velocity $\boldsymbol\omega$ about the centre of mass, taken as coordinate origin. In axes turning with the nuclei, the electronic Hamiltonian is
\begin{equation}
H_\omega=H_0-\boldsymbol\omega\cdot\mathbf L,\qquad \mathbf L=\sum\mathbf r\times\mathbf p. \label{rot}
\end{equation}
Here $\mathbf p$ is still the laboratory momentum, resolved along the turning axes, so $\mathbf p$ is also the laboratory velocity. Electron spin adds $-\boldsymbol\omega\cdot\mathbf S$, which gives zero on a singlet.

A magnetic field enters at first order as $\frac12\mathbf B\cdot\mathbf L$. Comparison with Eq.~\eqref{rot} gives Larmor's theorem: to first order, rotation acts on the electrons as the field
\begin{equation}
\mathbf B_{\rm eq}=-2\boldsymbol\omega,\qquad\text{in SI}\qquad \mathbf B_{\rm eq}=-\frac{2m_e}{e}\boldsymbol\omega . \label{larmor}
\end{equation}
The equivalence covers only the paramagnetic response. In a field the electron velocity is $\mathbf p+\frac12\mathbf B\times\mathbf r$, and the second term carries the current behind the diamagnetic shielding, which is the part of $A^2/2$ bilinear in $\mathbf B$ and $\mathbf m$. Under rotation the laboratory velocity is $\mathbf p$ alone, so that current has no counterpart.

One obstacle remains. Rotation takes place about the centre of mass, while Eq.~\eqref{para} has its origin at $K$. First-order perturbation theory with $-\boldsymbol\omega\cdot\mathbf L$ gives
\begin{equation}
|\psi_1\rangle=\sum_{n\ne0}|n\rangle\frac{\langle n|\boldsymbol\omega\cdot\mathbf L|0\rangle}{\Delta_n}. \label{psi}
\end{equation}
Insert $\mathbf r=\mathbf r_K+\mathbf R_K$, and let $\mathbf P$ be the total electronic momentum. Nucleus $K$ moves with velocity $\mathbf v_K=\boldsymbol\omega\times\mathbf R_K$, so
\begin{equation}
\boldsymbol\omega\cdot\mathbf L=\boldsymbol\omega\cdot\mathbf L_K+\boldsymbol\omega\cdot(\mathbf R_K\times\mathbf P)
=\boldsymbol\omega\cdot\mathbf L_K+\mathbf v_K\cdot\mathbf P . \label{split}
\end{equation}
The last term can be summed in closed form. Put $\mathbf D=\sum\mathbf r$. The potential energy commutes with $\mathbf D$, and the kinetic energy gives $\mathbf P=i[H_0,\mathbf D]$. Therefore $\langle n|\mathbf P|0\rangle=i\Delta_n\langle n|\mathbf D|0\rangle$. The denominators cancel, and completeness of the states yields
\begin{equation}
|\psi_1^{P}\rangle=i\,\mathbf v_K\cdot(\mathbf D-\langle\mathbf D\rangle)|0\rangle . \label{boost}
\end{equation}
This step is exact only for a complete set of states; in a finite basis it holds approximately. It is the first-order form of a boost: every electron acquires the additional velocity $\mathbf v_K$. Its effect on $\mathbf W$ follows from $i[p_a,r_b]=\delta_{ab}$:
\begin{equation}
2\,{\rm Re}\langle0|\mathbf W|\psi_1^P\rangle
=i\langle[\mathbf W,\mathbf v_K\cdot\mathbf D]\rangle
=\Big\langle\sum\frac{\mathbf r_K\times\mathbf v_K}{r_K^3}\Big\rangle . \label{boostW}
\end{equation}
The constant $\langle\mathbf D\rangle$ drops out because it multiplies $i\langle\mathbf W\rangle$, which has no real part.

\subsection{The field felt by the moving nucleus}

A charge $q$ at $\mathbf r$ with velocity $\mathbf v$ produces at $K$ the field $\alpha^2q\,\mathbf v\times(\mathbf R_K-\mathbf r)/r_K^3$. The nuclear spin responds to the field in the frame moving with $K$. To first order in velocity this is $\mathbf B-\alpha^2\mathbf v_K\times\mathbf E$, where $\mathbf E$ is the electric field at $K$. Subtracting this term is the same as replacing each $\mathbf v$ by $\mathbf v-\mathbf v_K$. For electrons, $q=-1$ and $\mathbf R_K-\mathbf r=-\mathbf r_K$, so
\begin{equation}
\mathbf B_{\rm el}=-\alpha^2\Big\langle\sum\frac{\mathbf r_K\times(\mathbf p-\mathbf v_K)}{r_K^3}\Big\rangle . \label{bs}
\end{equation}
The boost contribution \eqref{boostW} cancels the term in $\mathbf v_K$. What remains is the response to $\boldsymbol\omega\cdot\mathbf L_K$:
\begin{equation}
\mathbf B_{\rm el}=-2\alpha^2{\rm Re}\sum_{n\ne0}\frac{\langle0|\mathbf W|n\rangle\langle n|\boldsymbol\omega\cdot\mathbf L_K|0\rangle}{\Delta_n}
=2\boldsymbol\sigma^{\rm p}(K)\boldsymbol\omega , \label{main}
\end{equation}
by Eq.~\eqref{para}. In SI units the factor 2 becomes $2m_e/e$. This is the Ramsey--Flygare relation. Its sign agrees with Eq.~\eqref{larmor}, because the induced field is $-\boldsymbol\sigma^{\rm p}\mathbf B_{\rm eq}$.

By Eq.~\eqref{boostW}, the choice of origin changes the result by a term proportional to $\mathbf v_K$ and to the electric field of the electrons at $K$, and this term can be large. Take one electron in a harmonic well with frequencies 1.3, 1.0 and 0.6 along $x$, $y$ and $z$, rotating about the $x$ axis. The well centre lies at $z=0.4$ and the nucleus at $z=-0.5$, in atomic units. Summing over oscillator states, with the matrix elements of $\mathbf W$ found by quadrature, gives $2\sigma^{\rm p}_{xx}/\alpha^2=-0.269$ for the origin at the nucleus and $-0.102$ for the origin on the rotation axis. The first number is the field felt by the nucleus, divided by $\alpha^2\omega$.

The other nuclei, with charges $Z_M$ and positions $\mathbf d=\mathbf R_M-\mathbf R_K$, have relative velocities $\boldsymbol\omega\times\mathbf d$. They contribute
\begin{equation}
\mathbf B_{\rm nuc}=\alpha^2\sum_{M\ne K}Z_M\frac{\mathbf d\times(\boldsymbol\omega\times\mathbf d)}{d^3}
=\alpha^2\sum_{M\ne K}Z_M\frac{\boldsymbol\omega d^2-\mathbf d(\mathbf d\cdot\boldsymbol\omega)}{d^3}. \label{nuc}
\end{equation}

A distant, neutral, spherical atom $M$ shows how the two fields work together. Its electrons travel with its nucleus and, seen from $K$, act as a point charge $-Z_M$. For $\boldsymbol\omega\perp\mathbf d$ they give the field $-\alpha^2Z_M\omega/d$, which cancels Eq.~\eqref{nuc}. By Eq.~\eqref{main} they still contribute $-\alpha^2Z_M/(2d)$ to $\sigma^{\rm p}(K)$. That contribution belongs to the choice of origin, and the diamagnetic part compensates it in the total shielding.

An accelerated spin also undergoes Thomas precession. To this order the effect is proportional to the force on $K$, which vanishes at the equilibrium geometry. It is dropped here at displaced geometries too, which is an approximation.

Equation~\eqref{main} fails for relativistic electrons. In the Dirac equation a magnetic field couples through $c\,\boldsymbol\alpha_{\rm D}\cdot\mathbf A$, where $\boldsymbol\alpha_{\rm D}$ denotes the Dirac matrices, while rotation couples through $\mathbf L+\mathbf S$. The two perturbations are then no longer proportional.

\subsection{The spin-rotation constant}

Write the spin-rotation energy of a linear molecule as $H_{\rm SR}=+hC\,\mathbf I\cdot\mathbf J$, with dimensionless $\mathbf I$ and $\mathbf J$; the opposite sign convention reverses $C$. With the rotational constant $B$ as a frequency, $\boldsymbol\omega=4\pi B\mathbf J$, up to corrections of relative order $Zm_e/M$ from the electrons' own angular momentum ($Z$ and $M$ are the charge number and mass of a nucleus). The nuclear moment is $\mathbf m=g\mu_N\mathbf I$, with $\mu_N=e\hbar/2m_p$. From $H_{\rm SR}=-\mathbf m\cdot\mathbf B_{\rm el}$ the electronic part is
\begin{equation}
C_{\rm el}=-\frac{g}{h}\,\frac{e\hbar}{2m_p}\,\frac{2m_e}{e}\,4\pi B\,\sigma^{\rm p}_\perp
=-2g\frac{m_e}{m_p}B\,\sigma^{\rm p}_\perp , \label{cel}
\end{equation}
since $4\pi\hbar/h=2$. For a diatomic molecule with bond length $R$, Eq.~\eqref{nuc} replaces $2\sigma^{\rm p}_\perp$ by $\alpha^2Za_0/R$, where $Z$ is the charge of the other nucleus and $a_0$ the Bohr radius. The total is
\begin{equation}
C=-2g\frac{m_e}{m_p}B\,s,\qquad s=\sigma^{\rm p}_\perp+\frac{\alpha^2Za_0}{2R}. \label{ctot}
\end{equation}

The ground state of CO has no angular momentum about the molecular axis. Hence $L_{K,z}|0\rangle=0$ and $\sigma^{\rm p}_\parallel=0$, so the isotropic paramagnetic part is $\frac23\sigma^{\rm p}_\perp$. Solving Eq.~\eqref{ctot} for $\sigma^{\rm p}_\perp$ and adding Eq.~\eqref{dia}, with distances in SI units, gives
\begin{equation}
\sigma_{\rm iso}=\frac{\alpha^2}{3}\Big\langle\sum\frac{a_0}{r_K}\Big\rangle
-\frac{m_p}{3m_e}\frac{C}{gB}-\frac{\alpha^2Za_0}{3R}. \label{abs}
\end{equation}
The constant $C$ is measured, and the remaining electronic quantity is a ground-state average.

Flygare's approximation treats the neighbour's electrons in that average as a point charge at its nucleus and the atom $K$ as free. The diamagnetic part becomes $\sigma_{\rm atom}+\alpha^2Za_0/(3R)$. The last term of Eq.~\eqref{abs} then cancels, leaving $\sigma_{\rm iso}\approx\sigma_{\rm atom}-(m_p/3m_e)\,C/(gB)$.

\subsection{Carbon monoxide at equilibrium}

The following values are for $^{13}$C$^{16}$O in restricted Hartree--Fock theory (RHF) with the cc-pVTZ basis. The paramagnetic part comes from coupled linear response with the origin at carbon. Inputs are $g=1.405$ and the masses 13.003 and 15.995 u. The calculated bond length is 1.1045~\AA, which gives $B_e=57.76$ GHz.

The response is $\sigma^{\rm p}_\perp=-485.2$ ppm. With $m_p/2m_e=918.08$, Eq.~\eqref{cel} gives
\begin{equation}
C_{\rm el}=\frac{1.405\times57.76\times10^6\ {\rm kHz}\times485.2\times10^{-6}}{918.08}=42.9\ {\rm kHz}.
\end{equation}
The oxygen nucleus contributes $-9.0$ kHz, so $C_e=33.9$ kHz. This value is not converged in the basis: at the same bond length, uncontracting cc-pVTZ raises it to 35.1 kHz, and uncontracting also shortens the calculated bond by about 0.001~\AA. The shielding is
\begin{equation}
\sigma_e=328.2-\tfrac23(485.2)=4.7\ {\rm ppm}.
\end{equation}
The free carbon atom, in restricted open-shell Hartree--Fock theory, has $\sigma_{\rm atom}=260.7$ ppm. Adding the nuclear term gives 328.8 ppm, which is 0.6 ppm above the molecular diamagnetic part.

The value of $\sigma_e$ is less certain than its digits suggest. At 1.11~\AA, replacing RHF by the PBE functional, with its orbital response left uncoupled, changes the diamagnetic part from 327.8 to 328.4 ppm. The isotropic paramagnetic part changes from $-326.1$ to $-314.5$ ppm. Keeping RHF but reducing the basis to 6-31G gives $-317.8$ ppm, with a diamagnetic part of 327.1 ppm. Uncontracting cc-pVTZ moves the paramagnetic part the other way, to $-335.5$ ppm, and leaves the diamagnetic part at 327.8 ppm. The total at this bond length then changes from $+1.7$ to $-7.7$ ppm, so the cc-pVTZ shielding is not converged in the basis, even in sign. The $s$, $p$, $d$ and $f$ functions of uncontracted cc-pVQZ give a paramagnetic part of $-340.4$ ppm and a diamagnetic part of 327.8 ppm. The total is then $-12.6$ ppm, and $C$ at this bond length rises from 33.9 to 35.8 kHz. The incomplete basis also spoils the cancellation behind Eq.~\eqref{main}. In cc-pVTZ, evaluating Eq.~\eqref{bs} for rotation about the centre of mass gives 35.1 kHz instead of 33.9 kHz; in the larger basis the two routes differ by 0.1 kHz. In this comparison the part that Eq.~\eqref{abs} takes from experiment is the sensitive one.

\subsection{Vibration and rotation}

A measured constant is an average over nuclear motion. Let $x=r-r_e$, and expand the potential as $V=\frac12kx^2+\frac16f_3x^3$. The mean force vanishes in a bound stationary state, so $k\langle x\rangle+\frac12f_3\langle x^2\rangle=0$. With the harmonic value of $\langle x^2\rangle$ and the reduced mass $\mu$,
\begin{equation}
\langle x\rangle=-\frac{f_3}{2k}\langle x^2\rangle,\quad
\langle x^2\rangle=\frac{\hbar}{2\sqrt{k\mu}},\quad
\sigma_0-\sigma_e\approx\sigma'\langle x\rangle+\tfrac12\sigma''\langle x^2\rangle . \label{vib}
\end{equation}
Primes denote derivatives at $r_e$, and $\sigma_0$ belongs to $v=0$, $J=0$.

Rotation also stretches the bond. The energy $E_{\rm rot}\propto r^{-2}$ exerts the outward force $2E_{\rm rot}/r$. Balancing it against $kx$, with the classical mean $k_{\rm B}T$ for two rotational degrees of freedom, gives
\begin{equation}
\sigma(T)-\sigma_0\approx\sigma'\,\frac{2k_{\rm B}T}{k\,r_e}. \label{therm}
\end{equation}

For comparison, the RHF energy and shielding were calculated at seven bond lengths from 0.93 to 1.29~\AA\ and interpolated by polynomials, and the vibrational Schr\"odinger equation was diagonalised in a sine basis. The mean bond length is 1.1078~\AA, and $\sigma'=-540$ ppm/\AA. The longer bond thus accounts for $-540\times0.0033=-1.8$ ppm. The full numerical average gives $\sigma_0-\sigma_e=-2.56$ ppm, and Eq.~\eqref{vib} gives $-2.52$ ppm; the rest is mainly the curvature term. Boltzmann averaging over the rotational levels of $v=0$ at 300 K adds $-0.18$ ppm, against $-0.17$ ppm from Eq.~\eqref{therm}. The result is $\sigma(300\ {\rm K})=2.0$ ppm at this level of theory. It inherits the basis error of $\sigma_e$, which falls by about 9 ppm on uncontracting cc-pVTZ. The correction is much more stable: $\sigma'$ changes to $-529$ ppm/\AA, and with $\langle x\rangle$ and $\langle x^2\rangle$ held fixed Eq.~\eqref{vib} changes from $-2.52$ to $-2.50$ ppm.

The measured $C_0$ is $\langle C(r)\rangle$, and by Eq.~\eqref{ctot} $C$ is proportional to the product $Bs$. Dividing by $B_0=\langle B\rangle$ does not return $\langle s\rangle$:
\begin{equation}
\frac{\langle Bs\rangle}{\langle B\rangle}=\langle s\rangle+\frac{{\rm cov}(B,s)}{\langle B\rangle}
\approx\langle s\rangle-\frac{2}{\bar r}\,s'(\bar r)\,u^2 . \label{cov}
\end{equation}
Here $\bar r$ is the mean bond length and $u^2$ its variance; the last step uses $B\propto r^{-2}$, so that $B'/B=-2/r$. In CO both $B$ and $s$ fall as the bond lengthens, so the covariance is positive. With $u=0.032$~\AA, two thirds of the last term is $+0.97$ ppm, which is also the error of the isotropic shielding found from the numerical averages.

The covariance is avoided by subtracting the calculated difference $C_0-C_e$ from the measured $C_0$. Equation~\eqref{abs} is then applied at $r_e$, and $\sigma(T)-\sigma_e$ is added. In the RHF calculation $C_0-C_e$ is 0.08 kHz.

\subsection{Anchoring the carbon scale}

Rough inputs show how the anchor works: a measured $C\approx33$ kHz and an assumed bond length $R=1.13$~\AA. This bond length gives $B=55.18$ GHz, and the RHF diamagnetic part there is 326.4 ppm. The last two terms of Eq.~\eqref{abs} are
\begin{equation}
-\frac{612.05\times33\ {\rm kHz}}{1.405\times55.18\times10^6\ {\rm kHz}}-66.5\ {\rm ppm}
=-(260.5+66.5)\ {\rm ppm}=-327.0\ {\rm ppm}.
\end{equation}
The carbon shielding in CO is therefore about $-0.6$ ppm, without the corrections for nuclear motion.

The inputs do not determine its sign. The slope $\partial\sigma/\partial C$ is $-7.9$ ppm/kHz, so rounding $C$ to the nearest kHz leaves up to 4 ppm of uncertainty. Rounding $R$ to 0.01~\AA\ adds about 2 ppm, mainly through $B\propto R^{-2}$. Fixing the anchor to 1 ppm requires $C$ to about 0.13 kHz, and at that level the averaging corrections matter.

The anchor is transferred by frequency. In the same applied field, and after correction for bulk susceptibility, $\nu\propto1-\sigma$. For any carbon nucleus $X$,
\begin{equation}
\sigma_X=1-\frac{\nu_X}{\nu_{\rm CO}}(1-\sigma_{\rm CO}). \label{scale}
\end{equation}
A line chosen 200 ppm below CO in frequency has $\nu_X/\nu_{\rm CO}=1-200\times10^{-6}$. Equation~\eqref{scale} gives $\sigma_X=199.4$ ppm, with the same uncertainty of several ppm as the anchor. An error in $\sigma_{\rm CO}$ passes almost unchanged to every nucleus on the scale. The anchor should refer to isolated CO molecules at a stated temperature, since Eq.~\eqref{abs} contains no intermolecular contribution.
